# Where slab and pencil three-dimensional FFTs stop scaling

A complex Fourier transform on a $256^3$ grid takes 627 µs on 4096 processes in the machine model used below. On 16384 processes it takes 602 µs, and on 65536 processes it takes 1044 µs. The first fourfold increase in hardware gains 4 percent, and the second makes the transform slower. Yet the arithmetic is divided evenly throughout, and each process has less data to send at every step. Something must grow with the number of processes, and it is the number of messages.

## The estimate on the back of an envelope

The model machine has round parameters. Each process sustains $F=2$ Gflop/s, starting a message costs $\alpha=2$ µs, and each process sends data at $1/\beta=1$ GB/s. A double-precision complex number occupies $w=16$ bytes. Seconds and bytes are the natural units here.

One process alone would need about 1.0 s for the arithmetic. Sending the whole grid once through one process's link would take about 0.27 s. In a pencil decomposition nearly all the data move twice, which adds 0.54 s. Both costs are shared among $P$ processes, so together they contribute about $(1.54\ \mathrm{s})/P$.

The data move in two transposes, each within groups of $\sqrt P$ processes. If every member of a group sends a separate message to every other member, each process starts about $2\sqrt P$ messages. The time is therefore roughly

$$
T\approx \frac{1.54\ \mathrm{s}}{P}+2\alpha\sqrt P .
$$

The first term falls and the second rises. Setting the derivative to zero gives $1.54\ \mathrm{s}/P^2=\alpha/\sqrt P$, so

$$
P\approx\left(\frac{1.54\ \mathrm{s}}{2\times10^{-6}\ \mathrm{s}}\right)^{2/3}\approx 8400 .
$$

A slab decomposition has one transpose among all $P$ processes, so $T\approx(1.27\ \mathrm{s})/P+\alpha P$, with a minimum near $P=800$. But a slab contains at least one plane, and the grid has 256 planes. The slab runs out of planes before latency stops it.

The rest of the argument makes these two numbers precise, finds when each limit applies, and asks how far they depend on the way the messages are sent.

## Work and messages

Let $n$ be a power of two. A radix-2 transform of one line has $\log_2 n$ stages with $n/2$ butterflies each. A butterfly contains one complex multiplication (six real operations), one complex addition and one complex subtraction (two each), ten in all. A line thus costs $10\,(n/2)\log_2 n=5n\log_2 n$ operations. There are $n^2$ lines along each of three axes, so the serial work time is

$$
A=\frac{15\,n^3\log_2 n}{F}.
$$

The rate $F$ is a sustained one, so it includes the cost of moving data between the processor and its own memory. For $n=256$, $\log_2 n=8$ and

$$
A=\frac{15\times16777216\times8}{2\times10^9}\ \mathrm{s}=1.007\ \mathrm{s}.
$$

The time for one process to send the entire grid is

$$
B=w n^3\beta=16\times16777216\times10^{-9}\ \mathrm{s}=0.268\ \mathrm{s}.
$$

Now arrange the processes in a grid of $P_r\times P_c=P$. At the start each process holds complete lines along $x$, while $y$ is divided into $P_r$ parts and $z$ into $P_c$ parts. After the $x$ transforms, an exchange within groups of $P_r$ processes makes the $y$ lines complete and divides $x$ instead. After the $y$ transforms, an exchange within groups of $P_c$ processes makes the $z$ lines complete and divides $y$. The result is left in this transposed order; restoring the original order would cost further exchanges. Each axis must be divisible, so $P_r\le n$ and $P_c\le n$. A slab decomposition is the case $P_r=1$, for which the first exchange disappears and $P\le n$. A pencil decomposition can use up to $n^2$ processes.

In an exchange within a group of $g$ processes, each process cuts its $wn^3/P$ bytes into $g$ equal blocks, keeps one and sends $g-1$. A block takes the time $\beta wn^3/(Pg)=B/(Pg)$ to transfer. With direct exchange, one message per block, the total time is

$$
T=\frac AP+\sum_{g=P_r,P_c}(g-1)\left(\alpha+\frac{B}{Pg}\right).
$$

This assumes an even load, no overlap of work and communication, and a network in which $\beta$ does not grow when all processes send at once.

## Slab or square?

For a given $P$, the shape of the process grid affects only the communication. Write $S=P_r+P_c$. The latency terms add up to $\alpha(S-2)$. For the transfer terms, $(g-1)/g=1-1/g$ and $1/P_r+1/P_c=S/P$, so

$$
T-\frac AP=\alpha(S-2)+\frac BP\left(2-\frac SP\right).
$$

This is linear in $S$ with slope $\alpha-B/P^2$. At fixed $P$, the sum $S=P_r+P/P_r$ is smallest for a square grid and largest for a slab. If the slope is negative the slab is best, and if it is positive the square is best. The change occurs at

$$
P=\sqrt{B/\alpha}=\sqrt{\frac{0.268}{2\times10^{-6}}}\approx366 .
$$

At this point a slab message, whose transfer time is $B/P^2$, takes as long to transfer as to start. Below it, the slab gains by moving the data once instead of twice. Above it, the square gains by sending fewer messages.

In the example the change lies above the slab's limit of 256. The slab is therefore the better choice wherever it can be used: at $P=256$ it takes 5.49 ms, against 5.96 ms for a $16\times16$ grid.

## The slab limit

With $P_r=1$ and $P_c=P$,

$$
T=\frac AP+(P-1)\left(\alpha+\frac B{P^2}\right)
=\frac{A+B}{P}-\frac{B}{P^2}+\alpha(P-1).
$$

Treating $P$ as continuous, the derivative is

$$
\frac{dT}{dP}=-\frac{A+B}{P^2}+\frac{2B}{P^3}+\alpha .
$$

Setting it to zero and multiplying by $P^3$ gives

$$
\alpha P^3-(A+B)P+2B=0 .
$$

At $P=1$ the left side is $\alpha+B-A$, which is negative when $A>B+\alpha$, as it is here. The left side is convex for positive $P$ and eventually grows without bound, so it has one root above $P=1$. The derivative changes from negative to positive there, which makes it the minimum. For large $P$ the constant $2B$ is small beside the other terms, and

$$
P_s\approx\sqrt{\frac{A+B}{\alpha}} .
$$

For $n=256$ this gives 798 processes, in agreement with the numerical minimum to better than one process. Since only 256 are allowed, the slab stops at 256, where its efficiency $A/(PT)$ is still 0.72.

Latency comes first only if $P_s<n$. Inserting $A$ and $B$ and dividing by $n^2$ turns this condition into

$$
n\left(\frac{15\log_2 n}{F}+w\beta\right)<\alpha .
$$

With the present parameters the two sides are equal at $n\approx36$. A $16^3$ grid lies below this value, and its slab minimum is at about 9 processes. Using 16 processes instead of 8 raises its time from 36.5 to 41.5 µs, although there are enough planes for all 16. Keeping the term $2B$ moves the crossing to $n\approx37$, and for larger grids the number of planes sets the limit.

## The pencil limit

For a square grid put $P_r=P_c=q$, so that $P=q^2$. Then

$$
T=\frac A{q^2}+2(q-1)\left(\alpha+\frac B{q^3}\right)
=\frac{A+2B}{q^2}-\frac{2B}{q^3}+2\alpha(q-1),
$$

and

$$
\frac{dT}{dq}=-\frac{2(A+2B)}{q^3}+\frac{6B}{q^4}+2\alpha .
$$

Setting this to zero and multiplying by $q^4/2$ gives

$$
\alpha q^4-(A+2B)q+3B=0 .
$$

The left side again equals $\alpha+B-A$ at $q=1$ and is convex, so the same condition guarantees a single minimum above $q=1$. Neglecting $3B$ gives

$$
q_0=\left(\frac{A+2B}{\alpha}\right)^{1/3},\qquad
P_p\approx\left(\frac{A+2B}{\alpha}\right)^{2/3}.
$$

The neglected term can be restored to first order. Divide the equation by $q$ to get $\alpha q^3=A+2B-3B/q$, and put $q=q_0(1+\varepsilon)$. Since $\alpha q_0^3=A+2B$, the terms linear in small quantities give $3\varepsilon(A+2B)=-3B/q_0$, or

$$
\varepsilon=-\frac{B}{(A+2B)q_0}.
$$

In the example $q_0=91.7$ and $\varepsilon=-0.19$ percent. The numerical minimum is at $q=91.6$, or $P\approx8380$, against 8410 from the simple law. The envelope estimate was good because the term it dropped is smaller by a factor of order $1/q$. The continuous minimum need not be a usable process grid. The nearest grid that divides 256 evenly is $64\times128$, with 8192 processes and 568 µs. The minimum does place 4096 and 16384 processes on either side of it. To leading order the times at $q$ and $2q$ are equal when $\tfrac34(A+2B)/q^2=2\alpha q$, that is at $q=(3/8)^{1/3}q_0\approx66$. The side $q=64$ happens to lie close to this value, which is why the two times are almost the same.

The distance from the geometric limit follows by inserting $A$ and $B$:

$$
\frac{P_p}{n^2}\approx\left[\frac{15\log_2 n/F+2w\beta}{\alpha}\right]^{2/3}.
$$

The numerator is the work and transfer time per grid point. For $n=256$ it is $60+32=92$ ns, to be compared with a latency of 2000 ns, so $P_p/n^2\approx(92/2000)^{2/3}=0.13$. To leading order this fraction depends on $n$ through the logarithm alone, so the stopping point grows slightly faster than $n^2$: from 458 processes at $n=64$ to about 35400 at $n=512$, where the fraction is 0.135. Direct exchange reaches the limit $n^2$ only if the time per grid point is at least about as long as the time to start a message.

## What happens at the minimum

To leading order the minimum satisfies $(A+2B)/q^2=\alpha q$. The shared work and transfer then take $\alpha q$, and the latency takes $2\alpha q$. The total is $3\alpha q$, two thirds of it latency. The complete expression gives a latency share of 0.664 and a time of 546 µs.

The minimum is also flat. Halving $q$, which means using a quarter of the processes, multiplies the first part by four and halves the second. The time becomes $4\alpha q+\alpha q=5\alpha q$, so the last fourfold increase in $P$ gains a factor of only $5/3$; the complete expression gives 1.67. The efficiency at the minimum is 0.22, against 0.61 at $P=1024$. Scaling stops being economical well before it stops altogether.

Bandwidth plays a different part from latency. If $\alpha=0$, the derivative above is negative whenever $q>3B/(A+2B)$. For $A>B$ the right side is less than one, so the time falls over the whole range $q\ge1$. A fixed bandwidth per process therefore slows the transform without ever stopping its scaling. It even moves the stop outward: with infinite bandwidth the minimum would lie at 6330 processes and 473 µs, instead of 8380 processes and 546 µs. Slow links add transfer time that more processes can share, so a later minimum is no sign of a better machine. On a network where $\beta$ rises with $P$, these formulas need that dependence put in before the derivative is taken.

## Many transforms at once

A plane-wave electronic-structure calculation transforms many orbitals. If $b$ of them are sent together, each message carries $b$ times the data, but the number of messages is unchanged. Both $A$ and $B$ are multiplied by $b$, so $P_p$ grows as $b^{2/3}$ until it meets $n^2$. The time for the batch, about $3\alpha q$, grows as $b^{1/3}$, so the time per transform falls as $b^{-2/3}$. For $b=8$ both factors are four: the minimum moves to about 33600 processes, and the time per transform there falls to 137 µs. The price is memory for eight grids at once.

The orbitals can also be divided among independent groups of processes. With $M$ processes in groups of $P$, the number of transforms completed per second is $(M/P)/T$, which equals $M/A$ times the efficiency $A/(PT)$. Small groups are then preferable as long as there are enough orbitals to occupy them and each group can hold its grids. Groups of 64 in slab form have an efficiency of 0.79, more than three times that at the pencil minimum.

## Comparison with a combining exchange

The stopping points above belong to direct exchange. Blocks can instead be combined and forwarded through intermediate processes, which reduces the number of messages at the price of moving more data.

Number the members of a group from 0 to $g-1$ in a ring, with $g$ a power of two. Each process starts with one block for every distance $d$ from 0 to $g-1$. Write $d$ in binary. In the round belonging to the digit of value $2^r$, every block whose distance contains that digit moves $2^r$ places around the ring. After $\log_2 g$ rounds each block has moved its full distance. In each round a process sends the blocks for half of the distances and receives the corresponding ones, so it sends one message with half of its local data, which takes $\alpha+B/(2P)$. The two transposes need $\log_2P_r+\log_2P_c=\log_2P$ rounds, and

$$
T_c=\frac AP+\log_2P\left(\alpha+\frac{B}{2P}\right).
$$

The local copying needed to pack the blocks is neglected, so this time is optimistic. For square process grids the two methods compare as follows.

| $P$ | direct (µs) | combining (µs) |
|---:|---:|---:|
| 1024 | 1615 | 2314 |
| 4096 | 627 | 663 |
| 16384 | 602 | 204 |
| 65536 | 1044 | 80 |

The message size decides between them. Let $m$ be the size of a direct message. Combining is faster in a group of $g$ when

$$
\log_2g\left(\alpha+\frac g2\beta m\right)<(g-1)(\alpha+\beta m).
$$

Collecting the terms in $m$ on the left gives, for $g\ge4$, where the denominator is positive,

$$
m<\frac{\alpha}{\beta}\,
\frac{g-1-\log_2g}{(g/2)\log_2g-g+1}.
$$

For $g=64$ the threshold is 884 bytes and the direct message has 1024, so direct exchange still wins narrowly over the binary scheme. Schemes between the two can beat both: writing the distance in base 8 gives two rounds of seven messages per transpose, each with an eighth of the local data, and 531 µs on 4096 processes. For $g=128$ the threshold is 748 bytes and the message has shrunk to 128. At the direct minimum, between these two cases, a message holds about 350 bytes, less than either threshold. In this example the direct method thus reaches its minimum where its messages have already become too short for it; for other values of $B/A$ or $g$ the comparison must be repeated.

The minimum of $T_c$ follows in the same way. With $\log_2P=\ln P/\ln2$, setting $dT_c/dP=0$ and multiplying by $P^2\ln2$ gives

$$
\alpha P=A\ln2+\frac B2(\ln P-1).
$$

In the example the right side exceeds the left at $P=1$. The right side is concave in $P$ and the left is linear, so they cross once above $P=1$, and $T_c$ falls until that crossing. It lies at about 1.2 million processes, far beyond $n^2=65536$. Within this model the combining exchange therefore keeps gaining until there are no more pencils to distribute.

For the $256^3$ transform, then, the slab ends at 256 processes because of geometry, and the direct pencil exchange ends near 8400 because of latency. Within the model a combining exchange moves the second limit to 65536, where the pencils run out. Packing work proportional to the local data would enter $T_c$ like a larger $B$ if done in every round, or like a larger $A$ if done once per transpose, in both cases lengthening the time without bringing its minimum inward. The numerical check carries out small distributed transforms and both kinds of exchange, and compares the recorded messages with the formulas used here.

## Calculated quantities

```
counted operations, 8^3 FFT: 23040 flop
grid side n: 256; grid points: 16777216
flop rate per process: 2.0 Gflop/s
latency per message: 2.0 microseconds
bandwidth per process: 1.0 GB/s
bytes per grid point: 16 bytes
serial work time A: 1.0066 s
whole-grid sending time B: 0.2684 s
slab/square switch sqrt(B/latency): 366 processes
slab minimum without plane limit: 798.2 processes
slab square-root law: 798.5 processes
slab stop with plane limit: 256 processes
plane limit comes first above n = 36.4
pencil minimum: side q = 91.55, P = 8382 processes
pencil two-thirds law: q = 91.73, P = 8414
relative correction to q: -0.190 percent
pencil stop / n^2: 0.1279
time at pencil stop: 545.7 microseconds
speedup at pencil stop: 1845
efficiency at pencil stop: 0.220
latency share at pencil stop: 0.664
gain from last fourfold increase of P: 1.668
message size at pencil stop: 350 bytes
direct exchange, n = 256: time in microseconds, efficiency
  1 x 64 = 64: 19983.4, 0.787
  8 x 8 = 64: 23096.7, 0.681
  1 x 256 = 256: 5486.6, 0.717
  16 x 16 = 256: 5958.2, 0.660
  32 x 32 = 1024: 1614.9, 0.609
  64 x 64 = 4096: 626.8, 0.392
  128 x 128 = 16384: 602.0, 0.102
  256 x 256 = 65536: 1043.5, 0.015
infinite bandwidth: P = 6327, time 473.3 microseconds
batch of 8: P = 33591, time per transform 137.0 microseconds
combining exchange: time (microseconds); direct message and
  crossover message size (bytes)
  P = 1024: 2313.8; 8192, 1061
  P = 4096: 663.0; 1024, 884
  P = 16384: 204.1; 128, 748
  P = 65536: 80.1; 16, 642
combining minimum without n^2 limit: 1.222e+06 processes
sweep over n: slab stop, pencil stop (processes), pencil stop / n^2
  n = 16: 9.3, 22, 0.0876
  n = 64: 64.0, 458, 0.1118
  n = 128: 128.0, 1970, 0.1203
  n = 256: 256.0, 8382, 0.1279
  n = 512: 512.0, 35399, 0.1350
n = 16 slab, P = 8 and 16: 36.5, 41.5 microseconds
```
